\section*{Work function from photoemission spectrum width, and the role of sample bias}

\section*{The measurement}

Light of photon energy $h\nu=\hbar\omega$ falls on a clean, uniform metal surface with work function $\phi_s$. An analyser counts the emitted electrons as a function of their kinetic energy $K$ just outside its entrance, where its work function is $\phi_a$. A power supply holds the sample at voltage $-B$ relative to the analyser, with $B\ge 0$. The spectrum has two ends: at high energy the Fermi edge, at $K_F$, and at low energy the secondary cutoff, at $K_c$. Its full width is
\begin{equation}
W=K_F-K_c .
\end{equation}
The problem is to find what $W$ says about $\phi_s$, and when it says it.

The electron has charge $-e$ with $e>0$, and mass $m$. Gaussian units are used in the algebra and electronvolts for energies. A work function is the energy difference between the vacuum level just outside a surface and the Fermi level inside. Each electron absorbs one photon, and $h\nu>\phi_s$. Fields outside the sample are static. Until part (d) the temperature is low and the energy resolution perfect.

\section*{(a) Which electrons can leave the sample?}

\textit{Measure the energy $E$ of an electron from the sample Fermi level. Find the highest and the lowest $E$ among the electrons that escape, and their kinetic energies just outside.}

\textbf{Solution.} An electron that starts at energy $E_i$ and absorbs a photon has
\begin{equation}
E=E_i+h\nu .
\end{equation}
At low temperature the occupied states have $E_i\le 0$. The highest energy is therefore $E=h\nu$, reached from the Fermi level without loss on the way out.

Many excited electrons do lose energy, mostly to other electrons, which are excited in turn. This cascade produces secondary electrons, which we take to fill all energies from $h\nu$ down past the vacuum level.

Outside the surface the potential energy is $\phi_s$ on the present scale. Conservation of energy gives the kinetic energy there,
\begin{equation}
K_s=E-\phi_s .
\end{equation}
A kinetic energy cannot be negative, so escape requires $E\ge\phi_s$. The slowest escaping electron has $E=\phi_s$ and $K_s=0$; the fastest has $K_s=h\nu-\phi_s$.

The motion along the surface adds a condition. A smooth surface conserves the parallel momentum $\hbar k_\parallel$, and hence
\begin{equation}
E_\parallel=\frac{\hbar^2k_\parallel^2}{2m}.
\end{equation}
Outside, this is part of $K_s$, so $E_\parallel\le K_s$. At the threshold $K_s=0$ only electrons with $k_\parallel=0$ escape, that is, those moving along the normal.

\section*{(b) What does the analyser measure?}

\textit{Put sample and analyser on one energy scale and find $K$ for an electron of energy $E$. Which work function enters?}

\textbf{Solution.} Take the analyser Fermi level as the common zero. An electron at electric potential $-B$ has potential energy $(-e)(-B)=+eB$, so the bias raises every level of the sample by $eB$. On the common scale:
\begin{align}
\text{sample Fermi level:}&\quad eB,\\
\text{vacuum level at the sample:}&\quad eB+\phi_s,\\
\text{vacuum level at the analyser:}&\quad \phi_a .
\end{align}
The electron has total energy $E+eB$. Subtracting its potential energy at the analyser gives
\begin{equation}
K=E+eB-\phi_a .
\label{eq:K}
\end{equation}
At fixed $E$ the sample work function does not appear. It determines the kinetic energy just outside the sample, but the flight to the analyser changes that energy by the difference of the two vacuum levels,
\begin{equation}
\Delta=(eB+\phi_s)-\phi_a ,
\label{eq:gain}
\end{equation}
and $K_s+\Delta=(E-\phi_s)+(eB+\phi_s-\phi_a)$ is again Eq.~\eqref{eq:K}.

Even with $B=0$ there is a field in the gap if $\phi_s\ne\phi_a$. Joining the two metals aligns their Fermi levels, not their vacuum levels; the remaining difference is the contact potential. For $\phi_a>\phi_s$ it slows the electrons.

\section*{(c) How is the width related to the work function?}

\textit{Find $K_F$, $K_c$ and $h\nu-W$ for any bias. When does $h\nu-W$ equal $\phi_s$? Evaluate the result for $h\nu=21.2$~eV, $\phi_s=4.2$~eV, $\phi_a=4.7$~eV and $B=0$, $0.3$, $5$ and $10$~V.}

\textbf{Solution.} The Fermi edge has $E=h\nu$, so Eq.~\eqref{eq:K} gives
\begin{equation}
K_F=h\nu+eB-\phi_a .
\end{equation}
At the low end an electron must pass two thresholds. It must leave the sample, $E\ge\phi_s$, and it must reach the analyser, $K\ge0$. We assume that the potential energy changes monotonically across the gap, so that no higher barrier lies between the ends, and that the analyser counts down to $K=0$. The first threshold corresponds to $K=\phi_s+eB-\phi_a=\Delta$. The higher of the two sets the cutoff:
\begin{equation}
K_c=\max(\phi_s+eB-\phi_a,\;0).
\end{equation}
Now subtract, case by case. If $\Delta\ge0$,
\begin{align}
W&=(h\nu+eB-\phi_a)-(\phi_s+eB-\phi_a)\\
&=h\nu-\phi_s .
\end{align}
Both the bias and the analyser work function cancel. If $\Delta<0$, then $K_c=0$. Provided that $h\nu+eB>\phi_a$, so that some electrons reach the analyser at all,
\begin{equation}
W=h\nu+eB-\phi_a .
\end{equation}
The two cases combine into
\begin{equation}
h\nu-W=\max(\phi_s,\;\phi_a-eB).
\label{eq:main}
\end{equation}
Thus
\begin{equation}
\boxed{\;\phi_s=h\nu-W\quad\text{if}\quad eB\ge\phi_a-\phi_s\;}
\end{equation}

The bias does not enter the value of the work function. Its task is to bring the slowest electrons from the sample above the threshold of the analyser, so that the low-energy end of the spectrum belongs to the sample.

For the given parameters the required bias is $4.7-4.2=0.5$~V. Without bias, $K_F=21.2-4.7=16.5$~eV and $K_c=0$, so $h\nu-W=21.2-16.5=4.7$~eV. This is the work function of the analyser. At $5$~V, $K_F=21.2+5-4.7=21.5$~eV and $K_c=4.2+5-4.7=4.5$~eV. All four cases are:
\begin{center}
\begin{tabular}{ccccc}
$B$ (V) & $K_F$ (eV) & $K_c$ (eV) & $W$ (eV) & $h\nu-W$ (eV)\\
0 & 16.5 & 0.0 & 16.5 & 4.7\\
0.3 & 16.8 & 0.0 & 16.8 & 4.4\\
5 & 21.5 & 4.5 & 17.0 & 4.2\\
10 & 26.5 & 9.5 & 17.0 & 4.2
\end{tabular}
\end{center}
The last two rows give $\phi_s=4.2$~eV $=6.73\times10^{-12}$~erg. These edges were tested against classical trajectories that start inside a model surface barrier and are followed to the analyser; the agreement is within $5$~meV at each bias.

The table also shows how to check a measurement for which $\phi_s$ is unknown. Between $5$ and $10$~V both edges move by $5$~eV and $W$ stays the same. Between $0$ and $0.3$~V the Fermi edge moves but the cutoff does not, so $W$ changes. For ideally read edges and an unchanged escape barrier, a width that still changes with bias has not yet given the sample work function. Parts (e) and (f) treat the small changes that can remain when the bias is sufficient.

Three departures from the assumptions can be read from the same algebra.

\begin{itemize}
\item If the analyser counts only above some $K_{\min}>0$, the zero in $K_c$ is replaced by $K_{\min}$. The condition becomes $eB\ge\phi_a-\phi_s+K_{\min}$, and more bias is needed.
\item If a poor contact changes the potential of the whole emitting region by a constant, $eB$ changes by the same amount in $K_F$ and in $K_c$. The width survives as long as $\Delta\ge0$. It does not survive if the Fermi edge is taken from a separate metal that does not share this shift.
\item If the energy scale has a constant offset, the offset cancels in $W$. A scale factor $1+\varepsilon$ does not: the width becomes $(1+\varepsilon)W$ and the inferred work function is wrong by $-\varepsilon W$. With $W=17.0$~eV, a scale error of $0.1\%$ gives $17$~meV.
\end{itemize}

\section*{(d) Where is the Fermi edge in a broadened spectrum?}

\textit{At temperature $T$ and with finite resolution the Fermi edge is a smooth step. Which point on it marks the Fermi level?}

\textbf{Solution.} Let $\epsilon$ be the energy measured from the ideal edge, and take the density of states and the emission probability as constant across the step. The ideal signal is then proportional to the Fermi function. With $x=\epsilon/k_BT$,
\begin{align}
f(\epsilon)-\frac12&=\frac{1}{e^{x}+1}-\frac12
=\frac{2-(e^{x}+1)}{2(e^{x}+1)}\\
&=-\frac12\,\frac{e^{x}-1}{e^{x}+1}
=-\frac12\tanh\frac{x}{2}.
\end{align}
This is an odd function of $\epsilon$. Let the resolution function $g(\eta)$ be even, with unit area. The recorded signal $S$ obeys
\begin{equation}
S(\epsilon)-\frac12=\int_{-\infty}^{\infty} g(\eta)\left[f(\epsilon-\eta)-\frac12\right]d\eta .
\end{equation}
At $\epsilon=0$ the integrand is an even function times an odd one, and the integral vanishes. Hence $S(0)=1/2$: the half-height point marks the Fermi level.

At $300$~K, where $k_BT=25.9$~meV, and with a Gaussian resolution of $100$~meV full width at half maximum, the step takes $159$~meV to fall from $90$ to $10$ per cent. Its computed half-height point is displaced by $0.00$~meV to the printed digits. The onset of the signal, in contrast, lies well above the Fermi level and depends on temperature and resolution. A density of states that varies across the step removes the odd symmetry, and the edge must then be fitted with that variation included.

\section*{(e) What shape does the secondary cutoff have?}

\textit{The analyser accepts electrons arriving within an angle $\alpha$ of the surface normal. Take $\Delta>0$ and an accelerating field that is everywhere along the normal. Find the signal just above the cutoff, and the error made by reading the cutoff at half height.}

\textbf{Solution.} Assume that inside the sample the secondaries move in all directions equally, with kinetic energy $E_{\rm in}$ and mass $m$, and that every electron with enough normal energy passes the barrier. The flux onto the surface at angles between $\theta$ and $\theta+d\theta$ contains a factor $\sin\theta$ from the solid angle and a factor $\cos\theta$ from the normal velocity. Since $E_\parallel=E_{\rm in}\sin^2\theta$,
\begin{equation}
dE_\parallel=2E_{\rm in}\sin\theta\cos\theta\,d\theta .
\end{equation}
At fixed energy the flux is therefore spread evenly over $E_\parallel$, and the signal is proportional to the accepted range of $E_\parallel$. The remaining factor $1/E_{\rm in}$ hardly changes over the tens of meV considered here, and the same is assumed of the number of secondaries per unit energy.

Two conditions limit the range. Escape requires $E_\parallel\le K_s$. The field along the normal leaves $E_\parallel$ unchanged while the total kinetic energy grows to $K_s+\Delta$, so the arrival angle $\theta_a$ obeys
\begin{equation}
\sin^2\theta_a=\frac{E_\parallel}{K_s+\Delta}.
\end{equation}
Acceptance, $\theta_a\le\alpha$, requires $E_\parallel\le(K_s+\Delta)\sin^2\alpha$. The smaller limit decides:
\begin{equation}
N(K_s)\propto\min\left[K_s,\;(K_s+\Delta)\sin^2\alpha\right].
\label{eq:ramp}
\end{equation}
The two limits meet where
\begin{align}
K_s&=(K_s+\Delta)\sin^2\alpha,\\
K_s(1-\sin^2\alpha)&=\Delta\sin^2\alpha,\\
K_s&=\Delta\tan^2\alpha\equiv r .
\end{align}
The signal rises linearly from the true cutoff, $K_s=0$, up to $K_s=r$. Beyond that its slope is smaller by the factor $\sin^2\alpha$, and for small $\alpha$ it is nearly flat. The foot of the ramp is the true cutoff. The half-height point lies at $r/2$. Reading $K_c$ there makes $W$ too small, and $h\nu-W$ too large, by
\begin{equation}
\frac r2=\frac{\Delta\tan^2\alpha}{2}.
\end{equation}

If the resolution is broader than the ramp, the foot is smeared and cannot be read directly. With the plateau treated as flat, the ramp minus half its height is odd about $K_s=r/2$. The argument of part (d) then applies: a symmetric resolution function leaves the half-height point at $r/2$. One can read the half height and subtract $r/2$ from its energy. This correction needs a barrier transmission that is constant near threshold. A model barrier with an image-force tail comes close: for $E_{\rm in}\approx12$~eV its quantum transmission stays near $0.96$ over the first $0.3$~eV of normal energy. An abrupt step does not: its transmission vanishes at threshold as the square root of the normal energy, no plateau forms, and $r/2$ is not the correction.

For $\alpha=5^\circ$ and $B=5$~V, $\Delta=4.50$~eV and $r=34.4$~meV, so the half-height error is $17.2$~meV. At $10$~V, $\Delta=9.50$~eV, $r=72.7$~meV and the error is $36.4$~meV, or about $0.9\%$ of the work function. Both ramps are narrower than the $100$~meV resolution of part (d), so the corrected half height is the suitable reading there, provided that the plateau height is taken just above the smeared step. Farther up the plateau is not flat. The slope in Eq.~\eqref{eq:ramp} alone, of relative size $1/\Delta$, makes the height too large and moves the half-height point upwards, by about $5$~meV at $5$~V for a height read $0.5$~eV above the cutoff. The neglected factors act the other way. For $E_{\rm in}\approx12$~eV the factor $1/E_{\rm in}$ cancels most of this slope at $10$~V, and a secondary density that falls with energy can reverse it. As an illustration, a density proportional to $(K_s+\phi_s)^{-2}$ or $(K_s+\phi_s)^{-4}$ puts the half-height point $1$ to $5$~meV below $r/2$ when the height is read $0.15$~eV above the cutoff, and lower still farther up. The corrected reading is thus uncertain by a few meV.

Equation~\eqref{eq:ramp} was tested at $5$~V with trajectories started inside the sample at angles up to $0.09$~rad from the normal, which include all those that the analyser accepts in the tested energy range. They put the half-height point at $18$~meV, against $17.2$~meV from the formula. The sampling steps were $1$~meV in energy and up to about $1.2$~meV in $E_\parallel$ over the accepted range, so a difference of this size carries no meaning.

A narrow detector tilted to the angle $\alpha$ sees a different threshold. It needs electrons with $E_\parallel=(K_s+\Delta)\sin^2\alpha$, and these escape only if $K_s\ge r$. Its cutoff is displaced by the full $r$; the trajectories give $36$~meV against $34.4$~meV. The sample normal should therefore point at the analyser, the more carefully the larger the bias.

As $\Delta\to0$ the ramp becomes narrow, but its height, which is also proportional to $r$, vanishes too. What remains is a slow rise $N\propto K_s\sin^2\alpha$ without a clear step. Bias beyond the minimum thus makes the ramp at the cutoff higher as well as wider.

\section*{(f) Does the extraction field change the work function?}

\textit{A uniform field of strength $F$ pulls electrons away from the surface. Find the change of the escape barrier, and judge it for a gap of $d=1$~cm.}

\textbf{Solution.} An electron at distance $z$ from a flat metal is attracted by its image charge at distance $2z$, with force $e^2/(2z)^2$. The work done against this force from $z$ to infinity is
\begin{equation}
\int_z^\infty\frac{e^2}{4z'^2}\,dz'=\frac{e^2}{4z}.
\end{equation}
Measured from the vacuum level without field, the potential energy is
\begin{equation}
U(z)=-\frac{e^2}{4z}-eFz .
\end{equation}
Its maximum is the barrier top. Setting the derivative to zero,
\begin{equation}
\frac{e^2}{4z_0^2}-eF=0
\quad\Longrightarrow\quad
z_0=\frac12\sqrt{\frac eF}.
\end{equation}
At $z_0$ the two terms of $U$ are equal, because the condition multiplied by $z_0$ reads $e^2/4z_0=eFz_0$. Hence
\begin{equation}
U(z_0)=-2eFz_0=-\sqrt{e^3F}\equiv-\delta .
\end{equation}
The threshold for escape falls from $\phi_s$ to $\phi_s-\delta$. The Fermi edge does not move, so with sufficient bias $h\nu-W=\phi_s-\delta$.

The energy $\Delta$ is gained across the gap, so $eF=\Delta/d$. At $B=5$~V this is $4.50$~eV/cm, and the barrier top lies at $z_0=0.89~\mu$m. Then
\begin{equation}
\delta=2(4.50~\text{eV/cm})(0.89\times10^{-4}~\text{cm})
=0.80~\text{meV}.
\end{equation}
At $10$~V the lowering is $1.17$~meV, with $z_0=0.62~\mu$m. Since $z_0$ is far smaller than the gap and far larger than atomic distances, the image force is a fair description here.

The two effects of bias differ in sign and size. The field lowers the measured work function by about $1$~meV, growing as $\sqrt\Delta$. An uncorrected half-height reading raises it by $17$ to $36$~meV, growing as $\Delta$. In this example $5$~V exceeds the required $0.5$~V by a wide margin, and going to $10$~V roughly doubles the cutoff correction, while the barrier lowering changes by less than $0.5$~meV. The computed values behind these comparisons are listed in the numerical output.

\section*{Computed results}
\begin{verbatim}
Photon energy: 21.20 eV
Sample work function (input): 4.20 eV
Analyser work function (input): 4.70 eV
Smallest sufficient bias size: 0.50 V
Sample at -0.0 V: Fermi edge 16.50 eV, cutoff 0.00 eV,
   width 16.50 eV, photon energy minus width 4.70 eV
Sample at -0.3 V: Fermi edge 16.80 eV, cutoff 0.00 eV,
   width 16.80 eV, photon energy minus width 4.40 eV
Sample at -5.0 V: Fermi edge 21.50 eV, cutoff 4.50 eV,
   width 17.00 eV, photon energy minus width 4.20 eV
Sample at -10.0 V: Fermi edge 26.50 eV, cutoff 9.50 eV,
   width 17.00 eV, photon energy minus width 4.20 eV
Edge shifts from 5 to 10 V: Fermi 5.00 eV, cutoff 5.00 eV
Work function found at 10 V: 4.20 eV = 6.73e-12 erg
Acceptance cone half-angle: 5.0 degrees
Trajectory cutoff at cone edge, 5 V: 36 meV above true cutoff
Trajectory half-height, 5 V: 18 meV above true cutoff
Gap for uniform extraction field: 1.0 cm
Bias 5 V: energy gain in flight 4.50 eV, field 4.50 V/cm
   ramp width 34.4 meV, half-height error 17.2 meV
   barrier lowering 0.80 meV at 0.89 micrometre
Bias 10 V: energy gain in flight 9.50 eV, field 9.50 V/cm
   ramp width 72.7 meV, half-height error 36.4 meV
   barrier lowering 1.17 meV at 0.62 micrometre
Temperature: 300 K, thermal energy 25.9 meV
Resolution (full width at half maximum): 100 meV
Broadened Fermi edge, 90 to 10 percent: 159 meV
Size of its half-height displacement: 0.00 meV
\end{verbatim}
